How Fast the Slowest Adatom Mode Decays Between Absorbing Steps

**Problem**

Adatoms hop on a crystal terrace bounded by two straight, parallel steps. Every adatom that reaches a step is incorporated there. The terrace is L = 100 sites wide and the diffusion coefficient is D = 10⁶ sites²/s. A weak deposition flux has been running and is now shut off.

(a) With what time constant does the most slowly decaying part of the adatom density disappear?
(b) What fraction of the adatoms present at shut-off is still on the terrace after one such time constant?
(c) How does the time constant change if an extra energy barrier hinders incorporation at one of the two edges?

Lengths are measured in row spacings, x runs across the terrace, and n(x,t) is the mean number of adatoms per site. The absorbing rows lie at x = 0 and x = L, so there are 99 free rows between them. The adatoms are taken as independent, with no desorption and no island formation, and the steps as being at rest. "Time constant" means the time in which an amplitude falls by a factor e.

**A tempting solution**

The density obeys the diffusion equation

∂n/∂t = D ∂²n/∂x².

The density varies over the terrace width L, so its second derivative is about −n/L². This gives

∂n/∂t ≈ −(D/L²) n,

and hence a time constant

L²/D = 10⁴/10⁶ s = 10 ms.

**Where it fails**

The diffusion equation is right, and so is the scaling with L²/D. The fault is the replacement of ∂²n/∂x² by −n/L². A profile that is zero at both edges and positive between them must rise and fall again within the width L, and this makes it more strongly curved than the estimate assumes. The edges fix the curvature, so the number in front of L²/D has to be calculated. It turns out to be far from 1.

**The equation of motion**

Let an adatom hop to the next row on either side with rate Γ in each direction. Its mean square displacement then grows at the rate

d⟨x²⟩/dt = Γ⟨(x+1)² − x²⟩ + Γ⟨(x−1)² − x²⟩ = Γ⟨2x + 1 − 2x + 1⟩ = 2Γ.

With the usual definition ⟨x²⟩ = 2Dt, this means Γ = D in these units: D is the hop rate in one single direction, not the total hop rate.

Row j gains adatoms from both neighbours and loses them to both sides. With a flux F, in monolayers per second,

dn_j/dt = D(n_{j+1} + n_{j−1} − 2n_j) + F.

At an absorbing edge n = 0. If the steps also emit adatoms, the edge density is a fixed equilibrium value n_eq instead. Neither F nor n_eq affects the decay rates. To see this, write n = n_s + u, where n_s is the stationary solution for the given flux and edge density. Subtracting the equation for n_s removes F and n_eq, and leaves

du_j/dt = D(u_{j+1} + u_{j−1} − 2u_j), u_0 = u_L = 0.

For a profile that is smooth on the scale of one row, u_{j±1} ≈ u ± ∂u/∂x + ½ ∂²u/∂x². The first derivatives cancel in the sum, the two halves add, and the result is ∂u/∂t = D ∂²u/∂x².

**The modes**

Look for solutions of fixed shape, u = X(x) exp(−λt). Inserting this gives

D X″ = −λX, X(0) = X(L) = 0.

The sign of λ follows before the equation is solved. Multiply by X*, integrate over the terrace, and integrate by parts on the left. The boundary term vanishes because X is zero at both edges, so

λ ∫|X|² dx = D ∫|X′|² dx.

Hence λ is real and not negative. It cannot be zero either, since X would then be constant, and a constant that vanishes at the edges is zero everywhere. Every mode therefore decays.

With k = √(λ/D) > 0 the general solution is X = A cos kx + B sin kx. The condition X(0) = 0 gives A = 0. The condition X(L) = 0 then requires sin kL = 0, so kL = mπ with m = 1, 2, 3, …, and

λ_m = D m²π²/L².

The smallest rate belongs to m = 1, a single arch across the terrace.

The density may also vary along the step, as exp(iqy). For diffusion that is equally fast in both directions, the second derivative along y adds Dq² to the rate:

λ = D(m²π²/L² + q²).

This is smallest at q = 0, so the slowest mode is uniform along the step.

**Answer to (a)**

λ₁ = π² × 10⁶/10⁴ s⁻¹ = 987 s⁻¹,

τ = 1/λ₁ = L²/(π²D) = 1.013 ms ≈ 1.0 ms.

The tempting answer was too long by the factor π². The length that belongs in the estimate is L/π, about 32 sites, and not L. The half-life of the mode is τ ln 2 = 0.70 ms. The next mode, m = 2, decays four times faster, with a time constant of 0.25 ms.

The continuum approximation costs almost nothing here. On the lattice, u_j = sin(πj/L) still vanishes at both edges, and

sin(π(j+1)/L) + sin(π(j−1)/L) = 2 cos(π/L) sin(πj/L).

It is therefore a mode of the discrete equation, with rate

λ = 2D[1 − cos(π/L)] = 4D sin²(π/2L).

For small z, sin²z ≈ z²(1 − z²/3). With z = π/2L this gives λ ≈ (Dπ²/L²)(1 − π²/12L²). The lattice time constant is thus longer than the continuum one by a relative amount π²/12L² = 8 × 10⁻⁵.

What is meant by "100 sites" matters more. If there are 100 free rows, the absorbing rows are 101 spacings apart and the time constant is 1.034 ms. Both readings give 1.0 ms to two figures.

**Answer to (b)**

While the flux is on and the profile has become stationary, D n″ = −F. With n = 0 at the edges, two integrations give

n_s = F x(L − x)/(2D).

Since ∫x(L − x)dx = L³/2 − L³/3 = L³/6, the number of adatoms per site of step length is FL³/(12D), and the mean density is FL²/(12D).

When the flux stops, this parabola is the starting profile. Expand it as Σ b_m sin(k_m x), with k_m = mπ/L. The coefficients are

b_m = (2/L)(F/2D) ∫ x(L − x) sin(k_m x) dx.

Integrate by parts twice. The first boundary term vanishes because x(L − x) is zero at both edges, and the second because sin(k_m x) is. The second derivative of x(L − x) is −2, so

∫ x(L − x) sin(k_m x) dx = (2/k_m²) ∫ sin(k_m x) dx = (2/k_m³)(1 − cos mπ).

This is 4/k_m³ for odd m and zero for even m. Hence, for odd m,

b_m = 4F/(D L k_m³).

The arch sin(k_m x) has the integral 2/k_m for odd m, so mode m contributes

b_m × 2/k_m = 8F/(D L k_m⁴) = 8FL³/(D m⁴π⁴)

adatoms per site of step length. Dividing by the total FL³/(12D) gives its share, 96/(π⁴m⁴). Each share decays at its own rate λ_m = m²/τ, so the surviving fraction is

N(t)/N(0) = Σ_{m odd} [96/(π⁴m⁴)] exp(−m²t/τ).

The slowest mode holds 98.6 percent of the adatoms at the start, because the parabola is nearly a sine arch. After one time constant the m = 3 term is already negligible, and

N(τ)/N(0) ≈ 0.986 × e⁻¹ = 0.363.

At 2τ the fraction is 0.133 and at 3τ it is 0.049. Counting the adatoms left after shut-off would thus show an almost single exponential with time constant τ.

A related time should not be confused with τ. In the stationary state, the mean density equals the flux times the mean lifetime of an adatom landing at random. That lifetime is therefore

L²/(12D) = 0.83 ms.

It is shorter than τ by the factor π²/12. Adatoms that land near an edge leave early and lower the mean, whereas τ describes the late decay, after the faster modes have gone.

**Answer to (c)**

Let the edge at x = L be the descending one, and let an extra barrier E reduce the hop rate into it from D to sD, with s = exp(−E/k_BT). The last free row then obeys

du_{L−1}/dt = D(u_{L−2} − u_{L−1}) − sD u_{L−1}.

This has the same form as the equation for every other row if a fictitious value u_L = (1 − s)u_{L−1} is introduced. The mode sin(kj) satisfies the condition at x = 0, and the new condition requires

sin(kL) = (1 − s) sin(k(L − 1)), λ = 4D sin²(k/2).

For a smooth profile this can be simplified. The slope at the edge is approximately

u_L − u_{L−1} = −s u_{L−1} = −[s/(1 − s)] u_L = −u_L/ℓ, ℓ = 1/s − 1.

Setting u = sin kx gives k cos kL = −(1/ℓ) sin kL, or

tan kL = −kℓ, λ = Dk².

The limits show what ℓ means. For ℓ = 0 the root is kL = π, which is the previous result. For kℓ ≪ 1, write kL = π − ε. Then tan kL ≈ −ε, so ε = kℓ and k = π/(L + ℓ). For the slowest mode, the terrace then behaves as if it were wider by ℓ. For a very high barrier kℓ becomes large, kL approaches π/2, and the edge reflects. The rate then falls to a quarter and the time constant rises to 4τ. A hindrance at one edge can therefore lengthen the decay by at most a factor of about four, because the other edge still absorbs.

For trial barriers at k_BT = 0.0279 eV, with D held fixed, the lattice condition gives:

- E = 0.02 eV: ℓ = 1.0 site, time constant 1.035 ms
- E = 0.05 eV: ℓ = 5.0 sites, time constant 1.12 ms
- E = 0.10 eV: ℓ = 35 sites, time constant 1.68 ms

The widened-terrace formula reproduces the middle case: 1.013 ms × (105/100)² = 1.12 ms. For the highest barrier kℓ is no longer small, and the full condition is needed. There the continuum condition gives 1.685 ms against 1.679 ms on the lattice, a difference of less than 0.4 percent.

**Comparison with a real surface**

With rough values, copper on Cu(001) reaches this D near room temperature. The values are a row spacing of 0.26 nm, a step height of 0.18 nm, a hopping barrier of 0.45 eV and an attempt rate of 10¹³ s⁻¹. The terrace is then 26 nm wide, which corresponds to a miscut of 0.40°, and D is 6.8 × 10⁻¹⁰ cm²/s. From D = (10¹³ s⁻¹) exp(−0.45 eV/k_BT), k_BT = 0.45 eV/ln(10⁷) = 0.0279 eV, so T = 324 K. This temperature is only as good as the barrier and the attempt rate: with 0.40 eV the same D would be reached at 288 K, and with 0.45 eV but an attempt rate of 10¹⁴ s⁻¹ at 283 K. Several things can move the 1.0 ms appreciably. One is an edge barrier, which real descending steps may have; the trial values above show its effect. Another is temperature: the same terrace 10 K hotter has a time constant of 0.63 ms. A third is the terrace width, since the time constant grows as L². On a real surface the widths also differ from terrace to terrace. Under the same flux a terrace holds adatoms in proportion to L³, so a count over many terraces is weighted towards the wide ones. It then decays more slowly than the mean width suggests, and not as a single exponential. The figure of 1.0 ms therefore belongs to the stated L and D and to freely absorbing edges, and is not a measured property of copper.

**When the assumptions hold**

Take a flux of 10⁻⁴ monolayers per second, switched on for 1 s. This is long compared with τ, so the profile becomes stationary. The mean density is

FL²/(12D) = 10⁻⁴ × 10⁴/(12 × 10⁶) = 8.3 × 10⁻⁸ per site.

This is one adatom per 12 million sites, so n must be read as an average over a long stretch of step or over many repetitions.

*Meetings between adatoms.* Pairs meet at a rate of about σDn² per site, where the capture number σ is between 1 and 2 for a terrace of this width. To be cautious, σ = 3 is used here. Each meeting involves two adatoms, so one adatom meets another at a rate of at most about 2σDn = 0.5 s⁻¹. This is 5 × 10⁻⁴ of λ₁, and the adatoms are independent to at least that accuracy.

*Islands.* Suppose that every meeting starts a stable island. The mean of n_s² over the terrace is F²L⁴/(120D²), because ∫x²(L − x)²dx = L⁵/30. An area of L × L sites then collects σF²L⁶/(120D) = 2.5 × 10⁻⁴ islands per second, which is negligible during the 1 s exposure. A full layer takes 1/F = 10⁴ s, however, and in that time the same area would collect 2.5 islands by this cautious estimate, and still about one with a smaller σ. If every pair is stable and immobile, the example thus describes relaxation after a short exposure, not sustained pure step flow. For freely absorbing edges the number per layer is then σFL⁶/(120D), and lasting step flow needs a lower flux, a narrower terrace or a larger D. This count is an upper estimate. A pair gains a third adatom only at a rate of about σDn, a few tenths per second, and it starts no island if it splits or diffuses to a step first. With an extra bond energy of 0.3 eV a pair splits at about D exp(−0.3 eV/k_BT) ≈ 20 s⁻¹, which lowers the count roughly a hundredfold. Whether step flow lasts on a real surface therefore depends on the stability and mobility of small clusters, which this model does not describe. An edge barrier raises the adatom density and with it the number of islands. At 10⁻² monolayers per second the estimate per layer is a hundred times higher, and the rate per second ten thousand times. If pairs are stable, islands then appear early and capture adatoms themselves, so the formula, which assumes an island-free terrace, no longer gives their number.

*Moving steps.* If the neighbouring terraces have the same width, the steps advance at v = FL = 0.01 sites/s under flux. After shut-off they soon slow down, so keeping this v constant overestimates the effect. In the frame of the steps, ∂u/∂t = D ∂²u/∂x² + v ∂u/∂x. Substituting u = exp(−vx/2D) w cancels the first derivative and leaves ∂w/∂t = D ∂²w/∂x² − (v²/4D) w. The edge conditions are unchanged, so every rate increases by v²/(4D), here a fraction 2.5 × 10⁻¹⁴ of λ₁.

*Desorption and emission from steps.* Desorption would add its own rate to every λ. With a desorption energy of 2.5 eV, that rate is about 10⁻²⁹ of λ₁. This value is on the low side: the cohesive energy of copper, about 3.5 eV, less the formation energy of 0.6 eV used below suggests about 2.9 eV. An error of 0.2 eV changes this by about three powers of ten, but desorption remains negligible. With a rough energy of 0.6 eV to create an adatom at a step, n_eq is 0.6 percent of the mean density under flux; with 0.5 eV it would be 20 percent. In either case n_eq sets the level to which the density decays and leaves τ unchanged. The fractions in (b) then apply to the excess over n_eq. If all adatoms are counted, the fraction left after τ in the second case is (0.363 + 0.20)/1.20 = 0.47.

The main values used here are listed in the numerical output below.

Computed results

```
Terrace width L: 100 sites
Diffusion coefficient D: 1.0e+06 sites^2/s
Slowest rate, continuum: 986.96 1/s
Decay time tau, continuum: 1.0132 ms
Decay time, lattice, 99 free rows: 1.0133 ms
Decay time, lattice, 100 free rows: 1.0337 ms
Lattice/continuum tau minus 1: 8.23e-05
Half-life of slowest mode: 0.702 ms
Second mode decay time: 0.2534 ms
Estimate L^2/D: 10.00 ms
Mean lifetime L^2/(12D): 0.8333 ms
Mean lifetime, lattice: 0.8417 ms
Rough inputs for copper on Cu(001):
Row spacing: 0.26 nm; step height: 0.18 nm
Hop barrier: 0.45 eV; attempt rate: 1e+13 1/s
Temperature giving D: 324.0 K; kT: 0.02792 eV
Terrace width: 26.0 nm; miscut: 0.40 deg
D in engineering units: 6.76e-10 cm^2/s
Flux: 1e-04 ML/s; exposure: 1.0 s
Mean stationary density: 8.33e-08 per site
Peak stationary density: 1.25e-07 per site
Share of adatoms in slowest mode: 0.9856
Surviving fraction at 0.5 tau: 0.5979
Surviving fraction at 1 tau: 0.3626
Surviving fraction at 2 tau: 0.1334
Surviving fraction at 3 tau: 0.0491
Neglected effects:
Edge barrier 0.02 eV: s = 0.4885, 1/s-1 = 1.05 sites
  tau, lattice: 1.035 ms; continuum: 1.035 ms
Edge barrier 0.05 eV: s = 0.1668, 1/s-1 = 4.99 sites
  tau, lattice: 1.116 ms; continuum: 1.116 ms
Edge barrier 0.10 eV: s = 0.0278, 1/s-1 = 34.94 sites
  tau, lattice: 1.679 ms; continuum: 1.685 ms
tau if 10 K hotter: 0.625 ms
Step speed: 0.010 sites/s
Relative rate shift by step motion: 2.5e-14
Rough capture number: 3
Meeting rate / slowest rate: 5.1e-04
Nuclei per 100x100 sites in exposure: 2.5e-04
Nuclei per 100x100 sites per full layer: 2.50
Rough desorption energy: 2.5 eV
Desorption rate / slowest rate: 1e-29
Rough adatom formation energy at a step: 0.6 eV
Equilibrium adatom density: 4.6e-10 per site
Equilibrium / mean stationary density: 5.6e-03
```
